# Choosing Window and Sampling for an Exponential Lifetime from Fourier Coefficients

A capacitance transient with a lifetime of 8.85 ms is sampled 500 times over 50 ms, and its lifetime is read from the ratio of two Fourier sums. If one more point is included, the sample at 50 ms itself, the same ratio gives −5.81 ms. If the constant background of 25.8 pF is absent, the extra point does almost no harm and the ratio gives 8.74 ms. One sample in 501 has thus turned a decay into apparent growth, and only when a constant is present. The remaining deficit, 8.74 instead of 8.85 ms, has a different origin.

## The setting and the signal

Electronic-structure programs that propagate in real time let the user choose the total propagation time and the interval at which observables are written. If the output is then Fourier analysed, these choices fix the window and the sampling. An example of a decaying output is the number of electrons left in a box with absorbing boundaries when a single resonance leaks out and a bound part remains. A trap emptying in a semiconductor junction gives a signal of the same form, and supplies the numbers here. In both cases the model is

$$f(t)=A\,e^{-t/\tau}+B,\qquad 0\le t<P,$$

with $A\neq0$, $\tau>0$ and constant $B$. The algebra uses atomic units, so that $\hbar$, the elementary charge and the electron mass equal one; the decay width of a resonance is then $\Gamma=1/\tau$.

The frequency $\omega=2\pi/P$ belongs to the window and not to the system. An oscillating signal, such as a ringing dipole moment, is outside the model. If early times are not yet exponential, the window should start later: a delay $t_0$ replaces $A$ by $Ae^{-t_0/\tau}$ and changes nothing else.

## Why the ratio gives the lifetime

Define the first cosine and sine coefficients and join them into one complex number:

$$a=\frac2P\int_0^P f\cos\omega t\,dt,\qquad b=\frac2P\int_0^P f\sin\omega t\,dt,$$

$$c=a+ib=\frac2P\int_0^P f\,e^{i\omega t}dt.$$

The baseline contributes $B(e^{i\omega P}-1)/(i\omega)$ to the integral. This vanishes because $\omega P=2\pi$. The exponential contributes

$$\int_0^P e^{(i\omega-1/\tau)t}dt=\frac{e^{i\omega P}e^{-P/\tau}-1}{i\omega-1/\tau}=\frac{1-e^{-P/\tau}}{1/\tau-i\omega}.$$

Multiplying numerator and denominator by $1/\tau+i\omega$, and then by $\tau^2$, gives

$$c=\frac{2A}{P}\left(1-e^{-P/\tau}\right)\frac{\tau(1+i\omega\tau)}{1+\omega^2\tau^2}.$$

Everything except $1+i\omega\tau$ is real and common to both coefficients. Therefore

$$\boxed{\tau=\frac{b}{\omega a}}$$

for either sign of $A$. In the complex plane, the amplitude scales the length of $c$, a change of its sign reverses the arrow, and for a given window the lifetime alone fixes the slope $b/a$.

Once $\tau$ is known, the real part of $c$ and the mean of the signal return the other two parameters:

$$A=\frac{aP(1+\omega^2\tau^2)}{2\tau(1-e^{-P/\tau})},\qquad B=\bar f-\frac{A\tau}{P}\left(1-e^{-P/\tau}\right).$$

The last term is the window average of the exponential. Both expressions are for the integrals. For samples, once $\tau$ is known, a straight-line fit of $f_k$ against $e^{-k\Delta/\tau}$ gives $A$ as the slope and $B$ as the intercept.

Two limits show what the coefficients see. For $\tau\ll P$, $a\approx2A\tau/P$ and $b\approx\omega\tau a$ is much smaller: the decay is a spike at the start, where the sine is near zero. For $\tau\gg P$, $1-e^{-P/\tau}\approx P/\tau$, so that $b\approx2A/(\omega\tau)$ and $a\approx2A/(\omega\tau)^2$. The signal is now nearly a straight line. Its slope appears in $b$, while $a$ comes from the weak curvature. Slow decays are therefore hard to separate from drift.

The formula was tested by numerical integration for lifetimes from 0.05 to 5 windows, amplitudes 1, −0.3 and 50, and baselines 0, 7 and −100. The largest relative error was $2\times10^{-10}$.

## The output interval

A program or an instrument delivers samples $f_k=f(k\Delta)$ with $k=0,\dots,N-1$ and $\Delta=P/N$. Put $\theta=2\pi/N$ and $q=e^{-\Delta/\tau}$. The baseline again drops out, because the $N$ phase factors $e^{ik\theta}$ sum to zero. The rest is a geometric series, with $e^{iN\theta}=1$:

$$c_N=\frac2N\sum_{k=0}^{N-1}f_ke^{ik\theta}=\frac{2A}{N}\,\frac{1-q^N}{1-qe^{i\theta}}.$$

Multiplying numerator and denominator by $1-qe^{-i\theta}$ makes the denominator real and leaves $1-q\cos\theta+iq\sin\theta$ above. The ratio of sampled coefficients is

$$r=\frac{b_N}{a_N}=\frac{q\sin\theta}{1-q\cos\theta}.$$

Hence $r=q(\sin\theta+r\cos\theta)$, and

$$\boxed{q=\frac{r}{\sin\theta+r\cos\theta},\qquad \tau=-\frac{\Delta}{\ln q}}$$

For noiseless data this has no discretization error, however coarse the sampling, provided $N\ge3$; for smaller $N$, $\sin\theta=0$. It was tested with the signals above at $N=3$, 4, 7 and 500, with a largest relative error of $7\times10^{-11}$. A decay requires $0<q<1$, which means $0<r<\cot(\theta/2)$. A ratio outside this range gives no lifetime: either the model does not fit, or noise or another error in the data is too large.

Using $r/\omega$ directly is an approximation. Write $\delta=\Delta/\tau$ and divide the numerator and denominator of $r$ by $q$:

$$r=\frac{\sin\theta}{e^{\delta}-\cos\theta}\approx\frac{\theta}{\delta+\delta^2/2+\theta^2/2}\approx\frac\theta\delta\left(1-\frac\delta2-\frac{\theta^2}{2\delta}\right).$$

Since $\theta=\omega\Delta$ and $\theta/\delta=\omega\tau$, the relative error of $r/\omega$ is, to first order in $\Delta$,

$$-\frac\Delta2\left(\frac1\tau+\omega^2\tau\right).$$

The cause is the first sample. It has full weight in the sum, where the trapezoidal rule gives half weight to each end. This enlarges the cosine coefficient, while the sine is zero at both ends.

In the example $\omega=2\pi/50=0.12566$ ms$^{-1}$ and $r=1.09795$, so $r/\omega=8.737$ ms. The sampled formula gives $-\ln q=0.011302$ and $\tau=0.1/0.011302=8.848$ ms, the true value. The predicted error of the simple ratio, $-0.05\,(0.1130+0.1397)=-1.26\%$, agrees with the computed −1.25%. This is the small deficit noted at the start.

## The endpoint

The point $t=P$ has the same phase as $t=0$. Including it adds $f(P)=B+Ae^{-P/\tau}$ to the cosine sum and nothing to the sine sum. Here $a_N=-0.04115$ pF and $b_N=-0.04518$ pF, so the correct sums are these values times $N/2=250$, or −10.29 and −11.30 pF. The baseline is 25.77 pF, and $Ae^{-P/\tau}$ is only about −0.001 pF. The cosine sum becomes +15.48 pF, and

$$\frac{-11.30}{15.48}\,\frac1{0.12566\ \mathrm{ms}^{-1}}=-5.81\ \mathrm{ms}.$$

Without the baseline, the cosine sum barely changes, because little of the decay is left at $t=P$, and the lifetime stays at 8.74 ms. A slow decay is less forgiving: for a lifetime of five windows, the simple ratio is already only 0.84 of the true value because of the sampling bias, and the extra point would reduce it to about a third even without a baseline. Baseline rejection is a cancellation among $N$ equally spaced phases, and one surplus phase spoils it. With the equally weighted sums used here, a file that contains both ends of the propagation needs its last record dropped and $P$ set to $N\Delta$.

## The junction behind the numbers

The example is the platinum acceptor in n-type silicon at 120 K. Let the level lie an energy $E$ below the conduction band, and let $p$ be the probability that it is filled. In equilibrium, capture balances emission:

$$\sigma_c v\,n(1-p)=\frac p\tau.$$

Here $\sigma_c$ is the capture cross section, $v=\sqrt{3kT/m_v}$ the thermal speed, and $n=N_ce^{-(E_c-E_F)/kT}$ the density of nondegenerate electrons, with $N_c=2(m_dkT/2\pi)^{3/2}$. If the empty and the filled level are taken to have equal degeneracy, Fermi statistics gives $(1-p)/p=e^{(E_t-E_F)/kT}$ with $E_t=E_c-E$; otherwise the ratio of the empty to the filled degeneracy multiplies the emission rate. The Fermi energy cancels:

$$\frac1\tau=\sigma_c v N_c\,e^{-E/kT}.$$

The inputs are $E=0.23$ eV, $\sigma_c=5\times10^{-15}$ cm², $v=1.449\times10^7$ cm/s, $N_c=7.125\times10^{18}$ cm$^{-3}$ and $kT=0.01034$ eV. The prefactor is $5.16\times10^{11}$ s$^{-1}$ and the exponent −22.24, so the rate is 113 s$^{-1}$ and $\tau=8.85$ ms.

For uniform donor density $N_D$, permittivity $\epsilon$ and total band bending $V$, integrating Poisson's equation gives $V=N_DW^2/(2\epsilon)$ for the depletion width $W$. Filled acceptors reduce the net charge. At fixed $V$, $W$ varies as the inverse square root of this charge, and the capacitance, proportional to $1/W$, as the square root. With $u=N_T/N_D$, where $N_T$ is the trap density, and with all traps filled at $t=0$,

$$C=C_0\sqrt{1-ue^{-t/\tau}}\approx C_0\left(1-\frac u2e^{-t/\tau}-\frac{u^2}8e^{-2t/\tau}\right).$$

The chosen values $N_D=10^{14}$ cm$^{-3}$, $N_T=2\times10^{12}$ cm$^{-3}$, 5 V and area 0.02 cm² give $C_0=25.77$ pF and $A=-C_0u/2=-0.2577$ pF. The linear part is the signal analysed above. Making $A$ ten times larger, or reversing its sign with a baseline of 103 pF, leaves the extracted lifetime at 8.848 ms.

## More than one exponential

For a signal $\sum_iA_ie^{-\lambda_it}$ plus a constant, use harmonic $n$, that is, replace $\omega$ by $n\omega$ in the integrals. Each exponential contributes as before, so

$$a_n=\frac2P\sum_i\frac{A_i(1-e^{-\lambda_iP})\lambda_i}{\lambda_i^2+n^2\omega^2},\qquad
b_n=\frac2P\sum_i\frac{A_i(1-e^{-\lambda_iP})n\omega}{\lambda_i^2+n^2\omega^2}.$$

The apparent rate is a weighted mean of the true rates:

$$\frac1{\tau_n}=\frac{n\omega a_n}{b_n}=\frac{\sum_ig_i\lambda_i}{\sum_ig_i},\qquad g_i=\frac{A_i(1-e^{-\lambda_iP})}{\lambda_i^2+n^2\omega^2}.$$

Going from $n=1$ to $n=2$ multiplies each weight by

$$h(\lambda)=\frac{\lambda^2+\omega^2}{\lambda^2+4\omega^2}=1-\frac{3\omega^2}{\lambda^2+4\omega^2},$$

which grows with $\lambda$. If all amplitudes have one sign, normalized weights are positive, and averages over them obey

$$\langle h\lambda\rangle-\langle h\rangle\langle\lambda\rangle=\frac12\sum_{ij}g_ig_j(h_i-h_j)(\lambda_i-\lambda_j)>0$$

for distinct rates. The second harmonic therefore gives the larger mean rate, and $\tau_2<\tau_1$. For one exponential the two agree. With amplitudes of mixed sign this proof fails.

Adding a second trap that is three times faster and has one fifth of the amplitude gives $\tau_1=8.16$ ms and $\tau_2=7.64$ ms. Neither is a lifetime in the sample, but their difference reveals the mixture. For sampled data the comparison uses the sampled formula with $\theta$ replaced by $n\theta$ and $n<N/2$; otherwise discretization could imitate a second decay.

The square-root law is itself a small mixture: its second term has rate $2/\tau$ and relative amplitude $u/4=0.005$. It shortens the lifetime by 0.22%. The cure is to analyse $C^2=C_0^2(1-ue^{-t/\tau})$, which is a single exponential plus a constant within this model. This restores 8.848 ms.

## Drift, noise and the length of the window

Let the baseline drift as $st$. Integration by parts gives

$$\int_0^Pt\,e^{i\omega t}dt=\frac P{i\omega}-\frac1{i\omega}\int_0^Pe^{i\omega t}dt=-\frac{iP}\omega.$$

Thus $c$ shifts by $-2is/\omega=-isP/\pi$: $a$ is unchanged and $b$ carries the whole error. For the integral formula,

$$\frac{\delta\tau}\tau=-\frac{sP}{\pi b}.$$

A rise of 0.001 pF over the window gives $0.001/(\pi\times0.0452)=0.7\%$. It lengthens the apparent lifetime because $b$ is negative here.

Now let each sample carry independent noise of standard deviation $\sigma$. Since $\sum_k\cos^2k\theta=\sum_k\sin^2k\theta=N/2$ and the cross sum is zero, $a$ and $b$ have uncorrelated errors of variance $(2/N)^2\sigma^2N/2=2\sigma^2/N$. For small errors $\delta r=\delta b/a-b\,\delta a/a^2$. With fine sampling $\delta\tau/\tau\approx\delta r/r$, so the relative standard deviation is

$$\frac{\sigma_\tau}\tau\approx\sigma\sqrt{\frac2N}\,\frac{\sqrt{1+r^2}}{|b|}.$$

For $\sigma=0.001$ pF this is $6.32\times10^{-5}\times1.485/0.0452=0.21\%$. The scatter of 4000 simulated transients is also 0.21%.

To choose the window, set $x=P/\tau$ and $r=2\pi/x$, and insert $b$:

$$\frac{\sigma_\tau}\tau\approx\frac\sigma{|A|}\sqrt{\frac2N}\,\frac{x^2(1+4\pi^2/x^2)^{3/2}}{4\pi(1-e^{-x})}.$$

The last factor behaves as $2\pi^2/x^2$ for short windows, where curvature is missing, and as $x^2/4\pi$ for long ones, where most samples hold no decay. At fixed $N$ and $\sigma$, the logarithmic derivative vanishes when

$$\frac2x-\frac{12\pi^2}{x(x^2+4\pi^2)}-\frac1{e^x-1}=0,$$

which gives $x=4.6$. The example has $x=5.65$ and is close to this optimum: the error there is 0.20% instead of 0.21%.

If instead the interval $\Delta$ is fixed, a longer window brings more samples, $N\propto x$. The error gains a factor $x^{-1/2}$, and the first term becomes $3/(2x)$. Neglecting the small exponential term, the condition is $x^2+4\pi^2=8\pi^2$, or $P=2\pi\tau$. At this window $\omega\tau=1$, and the two coefficients are equal.

## How far the real junction departs

Platinum is used in silicon power diodes to shorten carrier lifetimes, and a doping near $10^{14}$ cm$^{-3}$ belongs to their lightly doped layers. The level and cross section used here are rough typical values. Since $e^{0.01/0.01034}\approx2.6$, an error of 0.01 eV in the level changes the predicted lifetime by that factor. The 8.85 ms is thus a model input for testing the extraction, not a prediction to three digits. The total band bending of 5 V is low for a power diode under reverse bias.

The lifetime is also sensitive to temperature. Because $vN_c\propto T^2$, $d\ln\tau/dT=-(2+E/kT)/T=-24.2/120$ K$^{-1}$, so a sample 0.1 K too warm has a lifetime 2% shorter. The ratio faithfully reports the lifetime at the wrong temperature.

The field also speeds emission. An electron can be thermally excited to an energy $w$ below the band edge and tunnel through the remaining triangular barrier. Compared with full thermal excitation, the logarithm of the rate gains $w/kT$ and loses $4\sqrt{2m}\,w^{3/2}/(3F)$, the semiclassical tunnelling exponent in field $F$. The sum is stationary at $\sqrt w=F/(2\sqrt{2m}\,kT)$, where it equals $w/(3kT)=F^2/[24m(kT)^3]$. With the light transverse mass 0.19, a peak field of 0.0124 MV/cm, and an average over depth, the lifetime falls by about 0.5%. Averaging over the six conduction valleys, which amounts to a mass of about 0.26, gives 0.4%. Here $w$ is only about $0.07\,kT$, so the stationary-point argument alone does not fix the prefactor. The same factor $e^{F^2/[24m(kT)^3]}$ follows from the thermal average of the exact local density of states in a uniform field, which suits a short-range level, whereas the one-dimensional semiclassical integrals common in device models give a much larger gain at this field, about 1.7 at the peak. Details of the phonon coupling are ignored, so this is an order estimate. The peak field is far below the rough breakdown value of 0.2 MV/cm. The emptied acceptor is neutral, so no attractive Coulomb barrier is lowered.

The assumption most visibly broken is that all traps in the depletion region empty. Near its inner edge, over 15% of the width, the level lies below the Fermi energy and stays filled. A trap at depth $z$ affects the voltage in proportion to $z$, so to first order in $u$ the amplitude is multiplied by $(1-0.151)^2=0.72$. At higher order the edge moves as the traps empty, and $C^2$ is no longer exactly a single exponential plus a constant: for a sharp edge the lifetime comes out 0.27% short from $C$ and still 0.11% short from $C^2$. The ratio cancels the constant factor, but the relative effects of noise and drift grow by $1/0.72$, to about 0.3% and 1%. The edge is also not sharp. In the carrier tail, with local density $n$ and $n_1=N_ce^{-E/kT}$, capture competes with emission: traps relax at the rate $(1+n/n_1)/\tau$ and only the fraction $n_1/(n+n_1)$ empties. These faster components do not cancel. To first order in $u$ they shorten the extracted lifetime by about 1.2% (1.8% on the second harmonic), and at $u=0.02$, with the edge moving, by somewhat under 2%, whether $C$ or $C^2$ is analysed. This exceeds the square-root, field and drift effects above, and the gap between the harmonics is no larger than about the noise of the second. Donor freeze-out is negligible, with 0.2% of donors neutral.

At a Si–SiO₂ interface the trap levels are spread in energy, and so are the rates. The ratio then returns a weighted mean that depends on the window and the harmonic.

## Guidance

- Start the window after any nonexponential onset, and drop the record at $t=P$.
- With white noise, aim for $P\approx4.6\tau$ at a fixed number of samples, or $P\approx2\pi\tau$ at a fixed interval. Without noise, let drift and additional decays decide.
- Use the sampled formula. The output interval then need not be refined to remove discretization error, though more samples still reduce noise.
- Compare the first two harmonics. If the samples are equally spaced and equally weighted over exactly one period, a difference beyond the noise rules out a single exponential on a constant baseline. Agreement alone does not prove one.
- If the lifetime shifts when a constant is added to the data, the samples are not equally spaced and equally weighted over exactly one period.

The numerical output below lists the values of the main example.

## Numbers as computed

```
Temperature: 120 K
Pt level below band edge (rough): 0.23 eV
Capture cross section (rough): 5e-15 cm2
Density-of-states mass (rough): 1.08 m_e
Thermal-velocity mass (rough): 0.26 m_e
Tunnelling mass (rough): 0.19 m_e
Relative permittivity (rough): 11.7
Donor density: 1e+14 cm^-3
Pt trap density: 2e+12 cm^-3
Total band bending voltage: 5 V
Junction area: 0.02 cm2
Thermal energy kT: 0.010341 eV
Thermal speed: 1.449e+07 cm/s
Band density Nc: 7.125e+18 cm^-3
Emission rate: 113.02 s^-1
True lifetime: 8.84801 ms
Depletion width: 8041 nm
Baseline capacitance C0: 25.766 pF
Transient amplitude A: -0.25766 pF
Window P: 50 ms
Number of samples: 500
Sampled a1: -0.04115 pF
Sampled b1: -0.045181 pF
Sampled ratio b1/a1: 1.09795
Lifetime, simple ratio formula: 8.73718 ms
Lifetime, exact sampled formula: 8.84801 ms
Simple formula sampling bias: -1.25 %
First-order sampling bias: -1.26 %
A=-0.2577 pF, B=0.000 pF: tau=8.84801 ms
A=-2.5766 pF, B=25.766 pF: tau=8.84801 ms
A=0.2577 pF, B=103.065 pF: tau=8.84801 ms
Recovered amplitude: -0.25766 pF
Recovered baseline: 25.766 pF
Extra endpoint, B=0: tau: 8.736 ms
Extra endpoint, B=C0: tau: -5.807 ms
Worst relative error, window tests: 2e-10
Worst relative error, sample tests: 6.7e-11
Two traps, harmonic 1: tau: 8.162 ms
Two traps, harmonic 2: tau: 7.643 ms
Bias, capacitance nonlinearity: -0.216 %
Lifetime from squared capacitance: 8.84801 ms
Bias, field-assisted emission: -0.53 %
Bias, 0.1 K higher temperature: -2 %
Bias, 1 fF drift over window: 0.705 %
Noise per sample: 1 fF
Lifetime noise, simulated: 0.21 %
Lifetime noise, formula: 0.21 %
Example window P/tau: 5.651
Best window P/tau: 4.6
Lifetime noise at best window: 0.2 %
Filled edge / depletion width: 0.151
Amplitude factor from edge: 0.72
Neutral donor fraction: 0.22 %
Peak field: 0.0124 MV/cm
Breakdown field (rough): 0.2 MV/cm
```
